# The spherically truncated Coulomb kernel and the cell that isolates a density

Two identical spherical lumps of unit charge, touching and together 4 Å long from end to end, have a Hartree energy of 30.6957 eV when nothing else is present. If the energy is computed in a periodic cubic cell of side 8 Å, with the Coulomb kernel \(4\pi/G^2\) and its \(G=0\) term dropped, the result is 9.88 eV too low. In a cell of 16 Å it is still 5.07 eV too low. If instead the kernel is \(4\pi(1-\cos GR)/G^2\) with \(R=4\) Å, the 8 Å cell already gives 30.6957 eV. The theorem below explains why, and why 8 Å, twice the length of the density, is enough whatever its orientation in the cell.

## Setting and statement

The algebra is in atomic units. Let \(\rho(\mathbf r)\) be a real, square-integrable density that vanishes outside a bounded set, its support. The diameter \(D>0\) of the support is the largest distance between two of its points. The isolated Hartree energy is

\[
E_{\rm iso}=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]

The cell is a cube of side \(L\) and volume \(\Omega=L^3\), with lattice vectors \(\mathbf T\) and reciprocal vectors \(\mathbf G=(2\pi/L)(n_1,n_2,n_3)\), the \(n_i\) being integers. Transforms carry no prefactor:

\[
\rho(\mathbf G)=\int\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r,\qquad
v_R(\mathbf G)=\int v_R(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r .
\]

The truncated interaction is \(v_R(\mathbf r)=1/r\) for \(r<R\) and zero for \(r>R\).

**Theorem.**

(a) The transform of the truncated interaction is
\[
v_R(\mathbf G)=\frac{4\pi(1-\cos GR)}{G^2}\quad(G\neq0),\qquad v_R(0)=2\pi R^2 .
\]

(b) If \(D\le R\le L-D\), then
\[
E_{\rm cell}\equiv\frac1{2\Omega}\sum_{\mathbf G}v_R(\mathbf G)\,|\rho(\mathbf G)|^2=E_{\rm iso}.
\]
Such an \(R\) exists if and only if \(L\ge2D\). At \(L=2D\) it is \(R=D=L/2\).

(c) If \(E_{\rm cell}=E_{\rm iso}\) is to hold for every such density inside a given ball of diameter \(D\), the condition \(D\le R\le L-D\) is also necessary.

The sum in (b) runs over all \(\mathbf G\). A finite cutoff leaves an error of its own, treated further on.

## The kernel

**Proof of (a).** Take the polar axis along \(\mathbf G\) and set \(u=\cos\theta\). The azimuthal integral gives \(2\pi\), and

\[
\int_{-1}^{1}e^{-iGru}\,du=\frac{e^{iGr}-e^{-iGr}}{iGr}=\frac{2\sin Gr}{Gr}.
\]

The volume element supplies \(r^2\) and the interaction \(1/r\), so that

\[
v_R(\mathbf G)=2\pi\int_0^R r^2\,\frac1r\,\frac{2\sin Gr}{Gr}\,dr
=\frac{4\pi}{G}\int_0^R\sin Gr\,dr
=\frac{4\pi}{G}\,\frac{1-\cos GR}{G}.
\]

At \(G=0\) the exponential is 1, and \(v_R(0)=4\pi\int_0^R r\,dr=2\pi R^2\). This is also the limit of the general formula, since \(1-\cos GR\approx G^2R^2/2\) for small \(GR\). \(\square\)

The divergence of \(4\pi/G^2\) at small \(G\) comes from the long range of \(1/r\). With the range cut at \(R\), the value at \(G=0\) is a finite integral and there is nothing to drop. It carries the energy \(\pi R^2q^2/\Omega\), where \(q=\rho(\mathbf G=0)\) is the total charge. The kernel is nowhere negative, because \(\cos GR\le1\).

## From the reciprocal sum to real space

**Lemma.** Let \(K(\mathbf s)=\sum_{\mathbf T}v_R(\mathbf s-\mathbf T)\). Then

\[
E_{\rm cell}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')K(\mathbf r-\mathbf r')\,d^3r\,d^3r' .
\]

**Proof.** At each \(\mathbf s\) only finitely many terms of \(K\) differ from zero. Define the periodic potential

\[
\phi(\mathbf r)=\int\rho(\mathbf r')K(\mathbf r-\mathbf r')\,d^3r' .
\]

Since \(e^{-i\mathbf G\cdot\mathbf T}=1\), integrating \(K\) over one cell is the same as integrating \(v_R\) over all space:

\[
\int_{\rm cell}K(\mathbf s)e^{-i\mathbf G\cdot\mathbf s}d^3s=v_R(\mathbf G).
\]

The Fourier coefficient of \(\phi\) follows by writing \(\mathbf r=\mathbf r'+\mathbf s\):

\[
\frac1\Omega\int_{\rm cell}\phi(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r
=\frac1\Omega\int\rho(\mathbf r')e^{-i\mathbf G\cdot\mathbf r'}d^3r'\;v_R(\mathbf G)
=\frac{\rho(\mathbf G)v_R(\mathbf G)}{\Omega}.
\]

Both \(K\) and the periodic repetition of \(\rho\) are square-integrable over the cell; for \(v_R\) this holds because \(\int_0^R4\pi r^2\,r^{-2}dr=4\pi R\). Their Fourier coefficients are therefore square-summable, and by the Cauchy–Schwarz inequality \(\sum_{\mathbf G}|\rho(\mathbf G)v_R(\mathbf G)|\) is finite. The series

\[
\phi(\mathbf r)=\frac1\Omega\sum_{\mathbf G}v_R(\mathbf G)\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf r}
\]

thus converges uniformly. It represents \(\phi\) at every point, because \(\phi\), a convolution of two square-integrable functions, is continuous. Multiply by \(\rho(\mathbf r)/2\) and integrate term by term. As \(\rho\) is real, \(\int\rho\,e^{i\mathbf G\cdot\mathbf r}d^3r=\rho(\mathbf G)^*\), and the sum in (b) appears. \(\square\)

The periodic calculation therefore lets each charge element interact with every element, original or image, that lies within \(R\) of it. The cell has to be arranged so that these are just the elements of the original density.

## Sufficiency

**Proof of (b).** Take \(\mathbf r,\mathbf r'\) in the support and put \(\mathbf s=\mathbf r-\mathbf r'\), so that \(|\mathbf s|\le D\).

- For \(\mathbf T=0\): \(|\mathbf s|\le D\le R\), so the term is \(1/|\mathbf s|\). No true pair is lost.
- For \(\mathbf T\ne0\): \(|\mathbf s-\mathbf T|\ge|\mathbf T|-|\mathbf s|\ge L-D\ge R\), so the term is zero. No image pair is added.

The cases \(|\mathbf s|=R\) and \(|\mathbf s-\mathbf T|=R\), where \(v_R\) was left undefined, fill spherical surfaces of zero volume and do not affect the integrals. Hence \(K(\mathbf r-\mathbf r')=1/|\mathbf r-\mathbf r'|\) for almost all pairs, and the lemma gives \(E_{\rm cell}=E_{\rm iso}\). An \(R\) with \(D\le R\le L-D\) exists if and only if \(D\le L-D\), that is, \(L\ge2D\). \(\square\)

**Remark 1 (potential).** The same argument shows that \(\phi\) equals the isolated potential on the support. Elsewhere in the cell it need not.

**Remark 2 (other cells).** The proof of (b) uses only \(|\mathbf T|\ge L\) for \(\mathbf T\neq0\). For a non-cubic cell, \(L\) is replaced by the length of the shortest nonzero lattice vector.

**Remark 3 (tails).** A density that decays without vanishing has no finite \(D\). The theorem then applies to the density cut off at some distance, and the part left out sets an additional error.

## Necessity

**Proof of (c).** Let \(w(\mathbf s)=K(\mathbf s)-1/|\mathbf s|\), and suppose that \(\iint\rho\rho'w=0\) for every allowed \(\rho\) in the ball. Applying this to \(\rho\), to \(\sigma\) and to \(\rho+\sigma\), and using \(w(\mathbf s)=w(-\mathbf s)\), one finds

\[
\iint\rho(\mathbf r)\sigma(\mathbf r')w(\mathbf r-\mathbf r')\,d^3r\,d^3r'=0 .
\]

Let \(\rho\) and \(\sigma\) be constant on small balls around two interior points \(\mathbf r_1,\mathbf r_2\), and shrink these balls. Then \(w(\mathbf r_1-\mathbf r_2)=0\) wherever \(w\) is continuous. Every \(\mathbf s\) with \(|\mathbf s|<D\) is a difference of two interior points, so \(K(\mathbf s)=1/|\mathbf s|\) at all points of continuity with \(|\mathbf s|<D\). Two cases violate the condition on \(R\).

*Case \(R\ge D\) but \(R>L-D\).* Near a point \(\mathbf s=t\,\mathbf e_x\), with \(t<D\) close enough to \(D\), the \(\mathbf T=0\) term is \(1/|\mathbf s|\), while the image \(\mathbf T=L\mathbf e_x\) lies closer than \(R\) and adds a positive term. Thus \(K>1/|\mathbf s|\), a contradiction.

*Case \(R<D\).* In the shell \(R<|\mathbf s|<D\) the \(\mathbf T=0\) term vanishes. Choose a small open ball in the shell that meets none of the surfaces \(|\mathbf s-\mathbf T|=R\). Throughout it the same finite set \(A\) of nonzero lattice vectors contributes, so

\[
\sum_{\mathbf T\in A}\frac1{|\mathbf s-\mathbf T|}=\frac1{|\mathbf s|}.
\]

If \(A\) is empty this is false at once. Otherwise both sides are real-analytic away from the points of \(A\) and the origin. That region is connected, so the equality would extend to all of it. As \(\mathbf s\to0\) the right side diverges and the left side stays finite, a contradiction. \(\square\)

## Worked example

Each lump has the density

\[
\rho_1(r)=\frac{105}{32\pi a^3}\left(1-\frac{r^2}{a^2}\right)^2\quad(r<a),
\]

and zero outside, with \(a=1\) Å. The centres lie at \(x=\pm d/2\) with \(d=2\) Å, so the lumps touch and \(D=d+2a=4\) Å. The smallest cell allowed by (b) is \(L=8\) Å, with \(R=4\) Å. A particular density may need less. With the same lumps along a body diagonal, \(L=7\) Å and \(R=4\) Å, the nearest image of the opposite lump has its centre \(\sqrt{(7-2/\sqrt3)^2+8/3}=6.07\) Å away and that of the same lump 7 Å away. Both distances exceed \(R+2a=6\) Å, so that cell also isolates. Energies in eV follow from lengths in Å through the factor \(k=e^2/4\pi\varepsilon_0=14.3996\) eV Å.

**Isolated energy.** With \(u=r/a\), the charge inside radius \(r\) is

\[
Q(u)=\frac{105}{8}\int_0^u t^2(1-t^2)^2dt=\frac{105}{8}\left(\frac{u^3}3-\frac{2u^5}5+\frac{u^7}7\right),\qquad Q(1)=1 .
\]

The field is \(Q/r^2\), and its energy \(\frac1{8\pi}\int(Q/r^2)^2\,4\pi r^2dr\) is

\[
U=\frac1{2a}\left[\int_0^1\frac{Q^2}{u^2}du+\int_1^\infty\frac{du}{u^2}\right].
\]

Squaring the polynomial and integrating gives

\[
\int_0^1\frac{Q^2}{u^2}du=\frac{11025}{64}\left(\frac1{45}-\frac4{105}+\frac{134}{4725}-\frac4{385}+\frac1{637}\right)=\frac{271}{429}.
\]

The second integral is 1, so \(U=350/(429a)\), or 11.7480 eV per lump. Spheres that do not overlap interact like point charges, which adds \(k/d=7.1998\) eV. Keeping one more digit in each term, the total is \(2(11.74796)+7.19982=30.6957\) eV, or 1.12805 hartree.

**Energy in the cell.** The transform of one lump, with \(x=Ga\), is

\[
f(x)=\frac{105}{8x}\int_0^1p(u)\sin(xu)\,du,\qquad p(u)=u-2u^3+u^5 .
\]

Repeated integration by parts leaves boundary terms only. Those at \(u=0\) vanish, as do \(p(1)\) and \(p'(1)\). With \(p''(1)=8\), \(p'''(1)=48\) and \(p^{(4)}(1)=p^{(5)}(1)=120\),

\[
f(x)=105\left[\frac{\cos x}{x^4}-\frac{6\sin x}{x^5}-\frac{15\cos x}{x^6}+\frac{15\sin x}{x^7}\right].
\]

The two centres give \(\rho(\mathbf G)=2f(Ga)\cos(G_xd/2)\). Summing (b) directly over all \(|n_i|\le64\) yields 30.6957 eV. The \(G=0\) term alone is \(k\pi R^2q^2/\Omega=14.3996\,\pi\,(16)(4)/512=5.65\) eV, so setting it to zero would spoil the result.

**Off the support.** At the cell face \(x=4\) Å the centres are 3 and 5 Å away, and the isolated potential is \(k(1/3+1/5)=7.68\) eV. The series for \(\phi\) represents something else there. The far lump lies wholly beyond \(R\), while its image centred at \(x=7\) Å lies wholly within \(R\), so \(\phi=k(1/3+1/3)=9.60\) eV.

## Errors outside the window

Let the centres of two lumps be a distance \(b\ge2a\) apart. Two charge elements, one from each, are separated by \(\mathbf b+\mathbf t\), where \(\mathbf t\) is distributed with the autocorrelation \(h(t)=\int\rho_1(\mathbf r)\rho_1(\mathbf r+\mathbf t)\,d^3r\), which vanishes for \(t>2a\). The interaction energy per unit separation \(w\) is \(2\pi w^2\,(1/w)\int_{-1}^1h\,du\), with \(t^2=w^2+b^2-2wbu\). Since \(t\,dt=-wb\,du\), it equals

\[
\frac{2\pi}{b}\int_{|w-b|}^{2a}t\,h(t)\,dt .
\]

Integrate this over \(w>R\) when \(R>b\), or over \(w<R\) when \(R<b\). In both cases a given \(t\) is counted over a \(w\)-interval of length \(t-|R-b|\), and the energy is \(J(|R-b|)/b\) with

\[
J(x)=2\pi\int_x^{2a}t\,(t-x)\,h(t)\,dt .
\]

True pairs have \(b=d\), and the nearest images of the opposite lump have \(b=L-d\). For \(d<R<L-d\) and \(2a\le R\le L-2a\) no other pairs are affected, and

\[
E_{\rm cell}-E_{\rm iso}=\frac{J(L-d-R)}{L-d}-\frac{J(R-d)}{d}.
\]

Lattice sums with a cutoff of at least 50 Å\(^{-1}\) in each direction give, for \(L=10\) Å, where the window is 4 to 6 Å:

| \(R\) (Å) | error (eV) |
|---|---|
| 3.0 | −0.10787 |
| 3.5 | −0.00095 |
| 4.0, 5.0, 6.0 | 0.00000 |
| 6.5 | +0.00024 |
| 7.0 | +0.02697 |

The first and last rows should be \(-J(1\,\text{Å})/2\) and \(+J(1\,\text{Å})/8\), lengths in Å. Their magnitudes are indeed in the ratio 4. The same \(J\) predicts \(J(1\,\text{Å})(1/4-1/2)=-0.0539\) eV for \(L=6\), \(R=3\) Å, which is what the lattice sum gives.

The two errors have opposite signs and can cancel. For \(L=7\) Å the formula is negative at \(R=3\) Å and positive at \(R=4\) Å, so it vanishes in between. Evaluating \(h\) by Gauss–Legendre quadrature and solving for the root gives \(R=3.532\) Å, where 0.0006 eV is lost and the same amount added. The potential at the end of the density, \(x=2\) Å, is nevertheless wrong by 0.037 eV. This is why (c) speaks of every density in a ball: one correct energy does not show that a cell isolates.

## Cutoff, sampling and the ordinary kernel

**Finite cutoff.** All terms in (b) are nonnegative, so a sum with the true coefficients \(\rho(\mathbf G)\) approaches the energy from below. For \(L=8\) Å, keeping \(|n_i|\le N\) with \(N=8,16,32\) leaves errors of \(-3.9\times10^{-3}\), \(-3.9\times10^{-5}\) and \(-3.5\times10^{-7}\) eV. Here \(|f|^2\) falls as \(G^{-8}\) and the kernel as \(G^{-2}\), apart from oscillations, while the number of vectors grows as \(G^2dG\). The remainder thus scales as \(G^{-7}\), a factor of 128 per doubling; the factors found are 99 and 111.

**Sampling.** A fast Fourier transform on \(M^3\) points \(\mathbf r_j\) of spacing \(\eta=L/M\), one of them at the origin, does not use the true coefficients. Inserting the Fourier series of the density at the grid points gives

\[
\eta^3\sum_j\rho(\mathbf r_j)e^{-i\mathbf G\cdot\mathbf r_j}=\sum_{\mathbf K}\rho(\mathbf G+\mathbf K),
\]

where the components of \(\mathbf K\) are multiples of \(2\pi/\eta\), because the sum over grid points vanishes for any other difference of wave vectors. With \(M=64\) the energy is 30.7004 eV, which is 0.0046 eV above the isolated value. Size and sign depend on where the density sits on the grid, since a displacement \(\boldsymbol\delta\) gives each added term a relative phase \(e^{-i\mathbf K\cdot\boldsymbol\delta}\); a shift of half a spacing in each direction turns the deviation into \(-0.0064\) eV. The cutoff error for this range of \(\mathbf G\) is below \(4\times10^{-5}\) eV in magnitude, so the deviation comes from the added terms with \(\mathbf K\ne0\). It belongs to the sampling of the density: the vectors \(\mathbf K\) are fixed by the spacing \(\eta\) and do not depend on \(L\), so a larger cell at the same spacing leaves the added terms \(\rho(\mathbf G+\mathbf K)\) in place.

**The ordinary kernel.** Using \(4\pi/G^2\) without \(G=0\) means interacting through the periodic function \(K_0\) that has zero average over the cell (this is what dropping \(G=0\) means, and it fixes the additive constant) and satisfies \(-\nabla^2K_0=4\pi\left[\sum_{\mathbf T}\delta(\mathbf s-\mathbf T)-1/\Omega\right]\). Near the origin \(K_0-1/s\) is smooth, and by scaling it has the form \(g(\mathbf s/L)/L\) with \(g\) even. The error is therefore

\[
\frac1{2L}\iint\rho(\mathbf r)\rho(\mathbf r')\,g\!\left(\frac{\mathbf r-\mathbf r'}L\right)d^3r\,d^3r'=\frac{q^2g(0)}{2L}+O(L^{-3}).
\]

For a charged density it roughly halves when \(L\) doubles, as the values \(-9.88\) and \(-5.07\) eV at 8 and 16 Å show. With the truncated kernel the corresponding error is zero once \(L\ge2D\) and \(R\) lies in the window.
